# Reflection from one atom and from a half-wavelength atomic array

## Question

I have a two-level atom beside a waveguide that carries one mode to the right and one to the left. It decays into the guide at a rate $\Gamma_{1D}$ and into everything else at a rate $\Gamma'$. I am asked to derive

$$r=-\frac{\Gamma_{1D}}{\Gamma_{1D}+\Gamma'-2i\Delta},$$

and then to show that $N$ atoms spaced by half a wavelength act as one atom with $N\Gamma_{1D}$.

I get lost in the factors of two, because the atom emits both ways. For the array I tried adding the reflected amplitudes. That gives $Nr$, which can exceed one, so multiple reflections must matter, but summing them looks hopeless. Why does $N$ multiply $\Gamma_{1D}$ but not $\Gamma'$? And is the statement exact?

## Answer

Multiple reflections do matter, but at this spacing a $2\times2$ matrix sums them in one line. The equivalence concerns the linear response to a weak probe, and it needs accurate phases between the atoms.

### Conventions and the equation for one atom

Let $\Delta=\omega-\omega_0$ be the probe frequency minus the atomic frequency, with fields varying as $e^{-i\omega t}$. The rates are population decay rates. $\Gamma_{1D}$ counts both directions together, so each direction receives $\Gamma_{1D}/2$. Put the atom at $x=0$, set $\hbar=1$, and remove the common oscillation at $\omega_0$.

With at most one excitation, the state has an atomic amplitude $e(t)$ and mode amplitudes $a_\nu$ (right-moving), $b_\nu$ (left-moving) and $c_\nu$ (loss), where $\nu$ is the mode detuning. I assume that the couplings $g$ and $g'$ are constant over the frequencies that matter. Then

$$i\dot e=g\int d\nu\,(a_\nu+b_\nu)+g'\int d\nu\,c_\nu,$$

$$i\dot a_\nu=\nu a_\nu+ge,\qquad i\dot b_\nu=\nu b_\nu+ge,\qquad i\dot c_\nu=\nu c_\nu+g'e.$$

Integrating the right-moving equation gives

$$a_\nu(t)=a_\nu(0)e^{-i\nu t}-ig\int_0^t dt'\,e(t')e^{-i\nu(t-t')}.$$

Insert this into the atomic equation. The emitted part contributes

$$-g^2\int_0^t dt'\,e(t')\int d\nu\,e^{-i\nu(t-t')}=-g^2\int_0^t dt'\,e(t')\,2\pi\delta(t-t')=-\pi g^2e(t).$$

The delta function stands for a narrow even peak centred on the end of the integration range, so half of it counts. An amplitude decay rate $\pi g^2$ is a population decay rate $2\pi g^2$. Hence

$$2\pi g^2=\frac{\Gamma_{1D}}2,\qquad 2\pi g'^2=\Gamma'.$$

The left-moving modes add another $-\pi g^2e$, and the loss modes add $-\pi g'^2e$. The total is $-(\Gamma_{1D}/4+\Gamma_{1D}/4+\Gamma'/2)e$. Define the incoming field at the atom as $a_{\rm in}(t)=(2\pi)^{-1/2}\int d\nu\,a_\nu(0)e^{-i\nu t}$. Since $g\sqrt{2\pi}=\sqrt{\Gamma_{1D}/2}$,

$$\dot e=-\frac{\Gamma_{1D}+\Gamma'}2e-i\sqrt{\frac{\Gamma_{1D}}2}\,a_{\rm in}.$$

A small frequency shift from the continua, if present, is included in $\omega_0$.

### Reflection and transmission of one atom

For the outgoing fields, follow the mode amplitudes until after the emission at time $t$. The whole delta function now lies inside the time integral, so the emitted field is $-ig(2\pi)^{-1/2}\,2\pi e=-i\sqrt{\Gamma_{1D}/2}\,e$ in each direction:

$$a_{\rm out}=a_{\rm in}-i\sqrt{\frac{\Gamma_{1D}}2}\,e,\qquad b_{\rm out}=-i\sqrt{\frac{\Gamma_{1D}}2}\,e.$$

A steady probe has $a_{\rm in}=\alpha e^{-i\Delta t}$. Once the transient has decayed, $e=\epsilon e^{-i\Delta t}$, so $\dot e=-i\Delta e$ and

$$\left(\frac{\Gamma_{1D}+\Gamma'}2-i\Delta\right)\epsilon=-i\sqrt{\frac{\Gamma_{1D}}2}\,\alpha.$$

One factor $-i\sqrt{\Gamma_{1D}/2}$ comes from absorption and one from emission. Their product is $-\Gamma_{1D}/2$, which gives

$$r=\frac{b_{\rm out}}{a_{\rm in}}=-\frac{\Gamma_{1D}/2}{(\Gamma_{1D}+\Gamma')/2-i\Delta}=-\frac{\Gamma_{1D}}{\Gamma_{1D}+\Gamma'-2i\Delta},\qquad t=1+r.$$

The minus sign means that on resonance the forward emission opposes the probe. The atom must be far from saturation: with $|\alpha|^2$ the incoming photon flux, this requires $|\epsilon|^2\ll1$, or $2\Gamma_{1D}|\alpha|^2/(\Gamma_{1D}+\Gamma')^2\ll1$ on resonance.

The power that leaves the guide follows from $t=1+r$:

$$1-|r|^2-|t|^2=-2|r|^2-2\,{\rm Re}\,r.$$

Write $D=\Gamma_{1D}+\Gamma'-2i\Delta$. Then $|r|^2=\Gamma_{1D}^2/|D|^2$ and ${\rm Re}\,r=-\Gamma_{1D}(\Gamma_{1D}+\Gamma')/|D|^2$, so

$$1-|r|^2-|t|^2=\frac{2\Gamma_{1D}\Gamma'}{(\Gamma_{1D}+\Gamma')^2+4\Delta^2}.$$

It vanishes for $\Gamma'=0$, as energy conservation demands.

### A matrix that sums the multiple reflections

Let $(a,b)$ be the right- and left-moving amplitudes just left of an atom, and $(c,d)$ those just right of it. The atom couples equally to both directions, so

$$c=ta+rd,\qquad b=ra+td.$$

Solve the second equation for $d=(b-ra)/t$ and insert it into the first:

$$c=\frac{t^2-r^2}{t}a+\frac rt b,\qquad d=-\frac rt a+\frac1t b.$$

Now define

$$\xi=-\frac rt=\frac{\Gamma_{1D}}{\Gamma'-2i\Delta},$$

where the last form uses $t=(\Gamma'-2i\Delta)/D$. From $t=1+r$ we get $1/t=1-r/t=1+\xi$. Also $t^2-r^2=(t-r)(t+r)=t+r$, so the first coefficient is $1+r/t=1-\xi$. Therefore

$$\begin{pmatrix}c\\d\end{pmatrix}=M\begin{pmatrix}a\\b\end{pmatrix},\qquad M=I+\xi K,\qquad K=\begin{pmatrix}-1&-1\\1&1\end{pmatrix}.$$

Direct multiplication gives $K^2=0$.

Across a gap with propagation phase $\theta$, the right-moving amplitude gains $e^{i\theta}$. The left-moving one gains $e^{i\theta}$ when followed leftwards, hence $e^{-i\theta}$ when the matrix takes us rightwards. The gap matrix is $P={\rm diag}(e^{i\theta},e^{-i\theta})$. For half a guided wavelength, $\theta=\pi$ and $P=-I$. The array has $N$ atoms and $N-1$ gaps, so

$$M_N=(-1)^{N-1}(I+\xi K)^N=(-1)^{N-1}(I+N\xi K).$$

Every higher power of $\xi$ contains $K^2$ and disappears. Apart from the propagation sign, the array matrix is that of one atom with $\xi\to N\xi$.

To read off the reflection, send nothing in from the right. Then $0=(M_N)_{21}a+(M_N)_{22}b$, and

$$r_N=\frac ba=-\frac{N\xi}{1+N\xi}=-\frac{N\Gamma_{1D}}{N\Gamma_{1D}+\Gamma'-2i\Delta}.$$

The phase is referred to the first atom. The determinant of $M_N$ is $(1-N\xi)(1+N\xi)+N^2\xi^2=1$, so the transmitted amplitude just after the last atom is $1/(M_N)_{22}=(-1)^{N-1}/(1+N\xi)$. An empty guide would give $(-1)^{N-1}$. Relative to it, the transmission is $t_N=1/(1+N\xi)=1+r_N$, as for one atom. At $\Gamma'=\Delta=0$, where $\xi$ diverges, the result is understood as the limit $r_N\to-1$.

This also settles your sum. If $N|\xi|\ll1$, then $r_N\approx-N\xi$: the amplitudes add and the reflected power grows as $N^2$. The denominator $1+N\xi$ contains the multiple scattering that keeps $|r_N|\le1$.

### Why $\Gamma'$ is not multiplied

The atomic amplitudes show the reason. Number the atoms $j=0,\ldots,N-1$. Atom $j$ sees the probe with phase $e^{i\theta j}$, and also the field $-i\sqrt{\Gamma_{1D}/2}\,e_l\,e^{i\theta|j-l|}$ from every other atom $l$. Each field enters the equation for $e_j$ with another factor $-i\sqrt{\Gamma_{1D}/2}$. Neglecting the travel time,

$$\dot e_j=-\frac{\Gamma'}2e_j-\frac{\Gamma_{1D}}2\sum_l e^{i\theta|j-l|}e_l-i\sqrt{\frac{\Gamma_{1D}}2}\,e^{i\theta j}a_{\rm in}.$$

The term $l=j$ is the atom's own decay into the guide. At $\theta=\pi$, $e^{i\pi|j-l|}=s_js_l$ with $s_j=(-1)^j$. Multiply by $s_j/\sqrt N$, sum over $j$, and use $\sum_js_j^2=N$. The bright amplitude $B=N^{-1/2}\sum_js_je_j$ obeys

$$\dot B=-\frac{N\Gamma_{1D}+\Gamma'}2B-i\sqrt{\frac{N\Gamma_{1D}}2}\,a_{\rm in}.$$

The reflected field is $-i\sqrt{\Gamma_{1D}/2}\sum_js_je_j=-i\sqrt{N\Gamma_{1D}/2}\,B$. These are the one-atom equations with $\Gamma_{1D}\to N\Gamma_{1D}$. The atoms share the guided modes, so their emitted amplitudes interfere constructively there. I have assumed that each atom has its own loss modes, so those emissions do not interfere and $\Gamma'$ stays as it was. This assumption is a real restriction. If $\Gamma'$ is emission into free space, atoms half a guided wavelength apart do share those modes. The guided wavelength is shorter than the vacuum one, so the alternating pattern $s_j$ varies too fast to radiate efficiently into free space, and the bright state's loss is then reduced and its frequency shifted. For twenty atoms 400 nm apart with a vacuum wavelength of 852 nm, dipoles across the guide and the vacuum dipole coupling, the bright state's loss rate is roughly a fifth of $\Gamma'$. With the rates used below, the peak reflected power is then near 0.8 instead of 0.44. The rule that $\Gamma'$ is unchanged holds for local loss, such as non-radiative decay, or for atoms many free-space wavelengths apart.

The other $N-1$ independent single-excitation states satisfy $\sum_js_je_j=0$. Their guided emission cancels outside the array, although light can remain between the atoms. The probe does not drive them, and with the travel time neglected they decay at $\Gamma'$. One real atom has no such states. Nor can it hold two excitations, whereas two different atoms in the array can both be excited. A strong probe would therefore reveal that the array is not a single two-level atom.

### Numbers for twenty atoms

Take the model values $\Gamma_{1D}/2\pi=0.5$ MHz, $\Gamma'/2\pi=5$ MHz and $N=20$, so $N\Gamma_{1D}/2\pi=10$ MHz. The common factor $2\pi$ cancels in $r$. On resonance,

$$r_1=-\frac{0.5}{5.5}=-0.0909,\qquad r_{20}=-\frac{10}{15}=-0.667.$$

| On resonance | One atom | Twenty atoms |
|---|---:|---:|
| Reflected power | 0.0083 | 0.444 |
| Transmitted power | 0.826 | 0.111 |
| Power lost from guide | 0.165 | 0.444 |

The reflected power rises by a factor $(0.667/0.0909)^2\approx54$, not $N^2=400$, because $N\xi=20\times0.1=2$ is not small. The array also loses more power than one atom, although $\Gamma'$ is unchanged, because the loss rate is $\Gamma'$ times the total excited population. On resonance the bright-state equation gives $|B|^2=2N\Gamma_{1D}|\alpha|^2/(N\Gamma_{1D}+\Gamma')^2$, which here is larger for $N=20$ than for $N=1$, and $\Gamma'|B|^2/|\alpha|^2$ is the lost fraction. The resonant loss $2N\Gamma_{1D}\Gamma'/(N\Gamma_{1D}+\Gamma')^2$ is largest, at one half, when $N\Gamma_{1D}=\Gamma'$. Beyond that point, adding atoms reduces it and, if the spacing is exact, the array approaches a perfect mirror. The tolerance on the spacing tightens with $N$, as shown below: for $N=200$, gaps that are all 1 nm too long lower the resonant reflected power from 0.91 to 0.57. Loss and reflection are equal here because $N\Gamma_{1D}=2\Gamma'$.

The reflected power is

$$|r_N|^2=\frac{(N\Gamma_{1D})^2}{(N\Gamma_{1D}+\Gamma')^2+4\Delta^2}.$$

It falls to half its peak at $2|\Delta|=N\Gamma_{1D}+\Gamma'$, which is therefore the full width. The width is 5.5 MHz for one atom and 15 MHz for the array. The bright state's lifetime is $1/(2\pi\times15\ {\rm MHz})=10.6$ ns.

At $\Delta/2\pi=5$ MHz,

$$r_{20}=-\frac{10}{15-10i}=-\frac{10(15+10i)}{15^2+10^2}=-0.462-0.308i,$$

so the reflected power is 0.308. The single atom gives $-0.5/(5.5-10i)=-0.021-0.038i$ and a reflected power of 0.0019. The broader array line loses less of its peak value at this detuning.

### How accurate must the spacing be?

Let every gap have $\theta=\pi+\phi$. To first order, $P=-(I+i\phi\sigma_z)$, with $\sigma_z={\rm diag}(1,-1)$. A gap with $m$ atoms on its left has $N-m$ on its right, so the change of the array matrix is

$$\delta M_N=(-1)^{N-1}i\phi\sum_{m=1}^{N-1}\bigl[I+(N-m)\xi K\bigr]\sigma_z\bigl[I+m\xi K\bigr].$$

Multiplication gives $K\sigma_z+\sigma_zK=-2I$ and $K\sigma_zK=-2K$. The sums needed are $\sum m=\sum(N-m)=N(N-1)/2$ and $\sum m(N-m)=N(N^2-1)/6$. Hence

$$\delta M_N=(-1)^{N-1}i\phi\left[(N-1)\sigma_z-N(N-1)\xi I-\frac{N(N^2-1)}3\xi^2K\right].$$

Compare the first two terms with $I$ and the last with $N\xi K$. The change is small if

$$N|\phi|\ll1\qquad\hbox{and}\qquad N^2|\xi\phi|\ll1.$$

For a guided wavelength of 800 nm, the correct spacing is 400 nm. If every gap is 1 nm too long, $\phi=2\pi/800=0.00785$ and, on resonance, $N^2\xi\phi=400\times0.1\times0.00785=0.31$. Multiplying the full matrices numerically gives $r=-0.657-0.075i$ instead of $-0.667$. The reflected power changes much less, from 0.444 to 0.438. On resonance the unperturbed matrix is real and its first-order change is imaginary, so the first-order change of $r$ is imaginary too. It turns the phase of $r$, while $|r|^2$ changes only at second order. This analysis is for an error common to all gaps, which accumulates along the array. Independent random displacements of the atoms from their sites do not accumulate: 10 nm rms leaves an average reflected power of about 0.43, and 30 nm rms about 0.31.

A larger error can destroy the effect, although an error of a whole half wavelength restores it on resonance, because the gap matrix is then $\pm I$ again. At quarter-wave spacing the same matrix product gives a resonant reflected power of 0.0024, below that of one atom. To first order in $\xi$, the reflected amplitude is $-\xi\sum_je^{2i\theta j}=-\xi\sum_j(-1)^j=0$ for even $N$. What remains comes from higher orders in $\xi$.

Even perfectly placed atoms have $\theta=\pi$ at one frequency, taken here as $\omega_0$. With travel time $\tau$ between neighbours, set by the group velocity, a detuned probe has $\phi=\Delta\tau$. Because $|\Gamma'-2i\Delta|\ge2|\Delta|$,

$$N^2|\xi\phi|=\frac{N^2\Gamma_{1D}|\Delta|\tau}{|\Gamma'-2i\Delta|}\le\frac{N^2\Gamma_{1D}\tau}2.$$

Thus $N^2\Gamma_{1D}\tau\ll1$ secures the second condition, while $N|\Delta|\tau\ll1$ limits the detuning. For a group velocity of half the vacuum speed of light, $\tau=2.67$ fs and $N^2\Gamma_{1D}\tau=3.4\times10^{-6}$. I evaluated the matrix product in steps of 0.25 MHz up to 30 MHz on either side of resonance. The largest departure from the formula for $r_N$ was $1.5\times10^{-6}$ in absolute amplitude.

If instead $\tau=2.39$ ns, with the resonant phase kept at $\pi$ up to whole turns, then $N^2\Gamma_{1D}\tau=3$. The largest departure on the same frequency grid is then 0.61, and the single-atom description fails. So the replacement is exact in the linear model when $\theta=\pi$ at the probe frequency. Across a whole line it is an approximation, and the travel time spoils it very little for this short array. That accuracy belongs to the model with independent loss for each atom. If $\Gamma'$ is free-space emission at this spacing, the shared loss modes change $r$ by several tenths.

Numerical values quoted here were computed with a short program.
